# Comment on Kane energies from bare momentum with nonlocal potentials

## The argument under review

The argument concerns a crystal with an s-like conduction state $S$ and a p-like valence triplet at $\Gamma$. Its author has computed the bands with a nonlocal pseudopotential and wants the Kane energy $E_P$ for a small k·p model. The reasoning is this: "The k·p Hamiltonian couples states through $\mathbf k\cdot\mathbf p$. The plane-wave coefficients of $S$ and of the triplet are known, so $\langle S|p_x|X\rangle$ is a simple sum, and $E_P=2|\langle S|p_x|X\rangle|^2$ in atomic units. Any band calculation will do."

Does the coupling obtained in this way describe the bands from which it was taken? The answer depends on how the Hamiltonian changes with $\mathbf k$, which the argument takes over from the case of a local potential.

## What multiplies k

I use Hartree atomic units, so $\hbar$ and the electron mass are 1. The Hamiltonian is

$$H=\tfrac12p^2+V_{\rm loc}(\mathbf r)+V_{\rm nl},\qquad (V_{\rm nl}f)(\mathbf r)=\int V(\mathbf r,\mathbf r')f(\mathbf r')\,d^3r'.$$

$V_{\rm nl}$ is lattice periodic, short ranged and independent of energy, and spin-orbit coupling is left out. The periodic parts of the Bloch functions are eigenfunctions of $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. Take $\mathbf k$ along $x$ and treat the three terms in turn.

The kinetic term becomes $\tfrac12(\mathbf p+\mathbf k)^2=\tfrac12p^2+kp_x+\tfrac12k^2$. The local potential commutes with the phase factors and does not change. The nonlocal kernel acquires a phase:

$$e^{-ik(x-x')}V(\mathbf r,\mathbf r')=\left[1-ik(x-x')-\tfrac12k^2(x-x')^2+\dots\right]V(\mathbf r,\mathbf r').$$

The commutator $[V_{\rm nl},x]$ has the kernel $V(\mathbf r,\mathbf r')(x'-x)$, so the first-order term is $k\,i[V_{\rm nl},x]$. The double commutator $[x,[x,V_{\rm nl}]]$ has the kernel $(x-x')^2V(\mathbf r,\mathbf r')$. Together,

$$H(k)=H+k\,v_x+\tfrac12k^2(1+Q)+O(k^3),$$
$$v_x=p_x+i[V_{\rm nl},x],\qquad Q=-[x,[x,V_{\rm nl}]].$$

The first-order operator is the velocity, since $i[H,x]=p_x+i[V_{\rm nl},x]$. A nonlocal potential carries amplitude from $\mathbf r'$ to $\mathbf r$, and this displacement is part of the motion. Although $x$ is unbounded in a crystal, the kernels contain just the difference $x-x'$, so the choice of origin drops out.

The quoted argument is therefore correct for $V_{\rm nl}=0$. Otherwise the coupling between $S$ and the triplet states $j$ is

$$E_P=2\sum_j|\langle j|v_x|S\rangle|^2 .$$

The bare formula agrees if the commutator has no matrix element between these states. Apart from that, agreement would need an accidental equality of the two sums of squares.

## Three quantities that can decide the matter

The first is the band slope. For a normalized eigenstate $u$ of $H(k)$, with $E=\langle u|H(k)|u\rangle$,

$$\frac{dE}{dk}=\langle u|\frac{\partial H}{\partial k}|u\rangle+E\,\frac{d}{dk}\langle u|u\rangle=\langle u|\frac{\partial H}{\partial k}|u\rangle ,$$

because the norm is constant. In terms of the full Bloch function this is the expectation value of $v_x$. The result also holds in a finite plane-wave set if the same reciprocal vectors are kept at every $k$. An incomplete basis that itself changes with $k$ can bring in further terms.

The second is the mixing of eigenvectors. To first order in $k$ the nondegenerate state $S$ becomes

$$|S(k)\rangle=|S\rangle+k\sum_{m\ne S}|m\rangle\frac{\langle m|v_x|S\rangle}{E_S-E_m}.$$

Let the triplet lie $E_g$ below $S$. The weight of the triplet in $S(k)$ is then

$$w=\frac{k^2}{E_g^2}\sum_j|\langle j|v_x|S\rangle|^2=\frac{k^2E_P}{2E_g^2},\qquad\text{so}\qquad E_P=\frac{2E_g^2w}{k^2}\quad(k\to0).$$

This gives $E_P$ from eigenvectors at two nearby points, without any velocity operator.

The third is the effective mass. At $\Gamma$ the slope of $S$ vanishes. The second-order energy has two sources: the $k^2$ term of $H(k)$ in first order and the $k$ term in second order,

$$E(k)=E_S+\tfrac12k^2\left(1+\langle S|Q|S\rangle\right)+k^2\sum_{m\ne S}\frac{|\langle m|v_x|S\rangle|^2}{E_S-E_m}.$$

With $W=\langle S|Q|S\rangle$ and $1/m^*=d^2E/dk^2$, and with the triplet separated from the remote states,

$$\frac1{m^*}=1+W+\frac{E_P}{E_g}+R,\qquad R=2\sum_{m\ \rm remote}\frac{|\langle m|v_x|S\rangle|^2}{E_S-E_m}.$$

A revision that replaces $\mathbf p$ by $\mathbf v$ and changes nothing else would still fail here. The familiar 1 in the mass sum rule is the second derivative of the kinetic energy alone, and the nonlocal potential has a second derivative of its own.

## The sign and size of the error

A model in which the commutator can be worked out shows which way the bare value errs. Let a simple cubic crystal of cell volume $\Omega$ have one site per cell with Gaussian projectors of width $\sigma$:

$$\beta_s=\frac{e^{-r^2/2\sigma^2}}{\pi^{3/4}\sigma^{3/2}},\qquad \beta_i=\frac{\sqrt2\,x_i}{\sigma}\beta_s\quad(i=x,y,z).$$

Their strengths are $D_s$ and $D_p$, so each site contributes $|\beta_s\rangle D_s\langle\beta_s|+\sum_i|\beta_i\rangle D_p\langle\beta_i|$. The Fourier transform of $\beta_s$ is $F(q)=\sqrt8\,\pi^{3/4}\sigma^{3/2}e^{-q^2\sigma^2/2}$. A factor $x_i$ acts as $-i\partial/\partial q_i$, so that of $\beta_i$ is $i\sqrt2\,\sigma q_iF$. For plane waves $\mathbf q=\mathbf k+\mathbf G$ and $\mathbf q'=\mathbf k+\mathbf G'$,

$$V_{\mathbf q\mathbf q'}=\frac{FF'}{\Omega}\,h,\qquad h=D_s+2\sigma^2D_p\,\mathbf q\cdot\mathbf q'.$$

Write $a=q_x+q'_x$. Then $\partial_k(FF')=-\sigma^2a\,FF'$ and $\partial_kh=2\sigma^2D_pa$, which gives

$$\partial_kV_{\mathbf q\mathbf q'}=\frac{\sigma^2FF'}{\Omega}\,a\left[2D_p-D_s-2\sigma^2D_p\,\mathbf q\cdot\mathbf q'\right].$$

As a first estimate, build the states from the six shortest nonzero reciprocal vectors, of length $g$. $S$ is their sum divided by $\sqrt6$, and $X$ is $(|g\hat{\mathbf x}\rangle-|{-g\hat{\mathbf x}}\rangle)/\sqrt2$. The momentum element is $2g/\sqrt{12}=g/\sqrt3$, so the bare Kane energy is $2g^2/3$.

For the commutator, set $\mathbf q'=\tau g\hat{\mathbf x}$ with $\tau=\pm1$, which enters $X$ with the sign $\tau$. Summing over $\tau$ at fixed $\mathbf q$ gives

$$\sum_\tau\tau(q_x+\tau g)\left[2D_p-D_s-2\sigma^2D_pq_x\tau g\right]=2g(2D_p-D_s)-4\sigma^2D_pg\,q_x^2 .$$

Over the six vectors $\mathbf q$, $\sum q_x^2=2g^2$, and the total is $12g(2D_p-D_s)-8\sigma^2g^3D_p$. Multiply by $\sigma^2F(g)^2/(\Omega\sqrt{12})$ and divide by the momentum element $2g/\sqrt{12}$. With $t=\sigma^2g^2$, the ratio of commutator to momentum is

$$\eta=\alpha\left[2\left(1-\tfrac t3\right)D_p-D_s\right],\qquad \alpha=\frac{6\sigma^2F(g)^2}{\Omega}.$$

Hence $E_P\approx(2g^2/3)(1+\eta)^2$. For $t<3$, a repulsive s projector ($D_s>0$) and an attractive p projector ($D_p<0$) both oppose the momentum, and the bare value is too large as long as $\eta>-2$. With both signs reversed $\eta$ is positive, and the bare value is too small. For $t>3$ the p contribution changes sign within this estimate. The value $t=3$ belongs to the six-wave states. Other plane waves in $S$ and $X$ shift it: with the local potential of the next section and the p projectors alone, the sign has already reversed at $t\approx2.5$.

The curvature term follows from a second derivative:

$$\partial_k^2V_{\mathbf q\mathbf q'}=\frac{FF'}{\Omega}\left[(\sigma^4a^2-2\sigma^2)h-4\sigma^4D_pa^2+4\sigma^2D_p\right].$$

The expectation value in $S$ is six times the average over the 36 pairs of vectors. The averages needed are $\overline{a^2}=2g^2/3$, $\overline{\mathbf q\cdot\mathbf q'}=0$ and $\overline{a^2\,\mathbf q\cdot\mathbf q'}=2g^4/9$. Inserting them,

$$W\approx\alpha\left[-2D_s\left(1-\tfrac t3\right)+4D_p\left(1-\tfrac t3\right)^2\right]=2\left(1-\tfrac t3\right)\eta .$$

In this estimate, therefore, the velocity correction and the curvature correction are both of first order in the projector strengths, except at $t=3$, where $W$ vanishes. Keeping one and dropping the other is not justified by their order in the projector strengths. Their weights in the mass differ, however: the velocity correction changes $1/m^*$ by about $2\eta E_P/E_g$, while $W$ carries no such factor, so $W$ matters less as the gap narrows.

## A full calculation for the model

The parameters are round numbers: lattice constant 10 bohr, $\sigma=1.5$ bohr, $D_s=0.05$ Ha and $D_p=-0.05$ Ha. The local potential has Fourier coefficients $-0.01$, $-0.01$ and $0.04$ Ha for reciprocal vectors whose squared length is 1, 2 and 4 in units of $g^2$, and zero otherwise. I diagonalized $H(\mathbf k)$ in the 147 plane waves of squared length up to 10 in these units. Going to 341 plane waves changes $E_P$ by about 2 parts in a million.

At $\Gamma$ the triplet lies at 0.1297 Ha and $S$ at 0.2083 Ha, so $E_g=0.0787$ Ha. The Kane energies are

- from bare momentum: 0.2588 Ha (7.04 eV);
- from the full velocity: 0.1979 Ha (5.38 eV);
- from eigenvector mixing, with $k=0.0003$ bohr$^{-1}$: 0.1979 Ha.

The bare value is 31% above the full one, and the mixing of the eigenvectors sides with the full velocity.

The six-wave estimate accounts for most of this. Here $g=2\pi/10=0.628$ bohr$^{-1}$, $t=0.888$ and $\alpha=0.835$ Ha$^{-1}$. Then $\eta=0.835\,(-0.0704-0.05)=-0.1005$, and the ratio of bare to full value is $1/(0.8995)^2\approx1.24$, against 1.31 in the full calculation. The remainder comes from the other plane waves in the states. With the s projector alone the full calculation gives a ratio of 1.10, and with the p projectors alone 1.16, so each acts in the predicted direction.

Reversed and weaker projectors, $D_s=-0.01$ Ha and $D_p=0.01$ Ha with all else fixed, give 0.2591 Ha from bare momentum and 0.2705 Ha from the full velocity. The bare value is now 4% too low. No universal correction factor can repair it.

The slope shows the same fault away from $\Gamma$. For the original parameters, take the fifth band at $\mathbf k=(0.05,0.03,0.01)$ bohr$^{-1}$. Central differences of the energies give $dE/dk_x=0.1163$ atomic units. The expectation value of $v_x$ is 0.1163, while that of $p_x$ is 0.1400, which is 20% too large.

For the mass, central differences at $\Gamma$ give $1/m^*=3.259$. The sum rule reproduces it term by term:

$$1+W+\frac{E_P}{E_g}+R=1-0.138+2.516-0.119=3.259 .$$

The six-wave estimate of $W$ is $2(0.704)(-0.10)=-0.14$. Omitting $W$ but keeping the full velocity gives 3.397, an error of 4%. Using bare momentum and the usual 1 gives 4.257, an error of 31%. The effective mass would then be 0.235 instead of 0.307 electron masses.

One might try to avoid matrix elements and read $E_P$ from the mass as $E_g(1/m^*-1)$. This gives $0.0787\times2.259=0.178$ Ha, 10% below the actual coupling, because $W$ and the remote states have been absorbed into it. In a model without those terms, such a number reproduces the band curvature at $\Gamma$, though not necessarily the band farther out, and it is not the matrix element.

With $V_{\rm nl}$ removed and the local potential unchanged, the energies and the sum with bare momentum both give $1/m^*=6.861$. The quoted argument is sound in that limit.

## Bearing on real semiconductors

The model is not a portrait of a material. In zinc-blende III–V arsenides and antimonides with a direct gap, $E_P$ is roughly 20 to 30 eV and the conduction mass is typically a few hundredths of the electron mass. The model's 5.4 eV is far smaller and its mass of 0.31 far larger. Its gap, about 2.1 eV, is also larger than in these crystals. The 31% error belongs to the chosen projectors and should not be carried over to a real pseudopotential. The 4% error from omitting $W$ reflects the model's small ratio $E_P/E_g\approx2.5$. In these crystals $1/m^*$ is about 15 or more, and a $W$ of the same size would change it by about 1% or less.

Real crystals of this kind also break the assumption of no spin-orbit coupling. A splitting $\Delta$ moves two of the six spin-resolved triplet states down to $E_g+\Delta$, with $E_g$ now measured from the upper four. By cubic symmetry these two carry one third of the coupling strength, so the triplet term falls by the fraction $\Delta/[3(E_g+\Delta)]$. For $\Delta=0.01$ Ha, a few tenths of an eV as in many such crystals, and the model's gap, this is $0.01/(3\times0.0887)\approx4\%$. The smaller gaps of the real crystals make it larger: with a gap and a splitting of about 0.4 eV each, as in InAs, the fraction is about one sixth. The estimate leaves out any spin-orbit term in the velocity itself.

## What the argument needs

The coupling should be computed from $\partial H(\mathbf k)/\partial k_x$ of the Hamiltonian that produced the states. The second derivative belongs in the $k^2$ terms of the k·p model as well, although its relative weight in the mass is small when $E_P/E_g$ is large. A comparison of $\langle v_x\rangle$ with a numerical band slope at a general $\mathbf k$ would expose a missing commutator wherever its expectation value is not zero. It would not expose a missing $W$. That shows when the dispersion of the k·p model, for instance its curvature at $\Gamma$, is compared with the computed band.

The result refers to the pseudopotential Hamiltonian and its position operator. Whether $E_P$ equals that of an all-electron calculation is a separate question about the construction of the pseudopotential, and the present analysis does not settle it. An energy-dependent self-energy also lies outside it, since the eigenvalue problem then changes with the energy as well as with $\mathbf k$.
